# How the Dirac Hamiltonian reproduces the Schrödinger A² term, part 1

(Sections cited here and not found follow in the later parts.)

**Problem.** One electron moves in a static local potential $V(\mathbf r)$ and a weak vector potential $\mathbf A$. Hartree atomic units are used: $\hbar=m=1$, the electron charge is $-1$, and $c=1/\alpha=137.035999$, with $\alpha$ the fine-structure constant. The vector potential is normalized so that it enters as $\mathbf p+\mathbf A$, with $\mathbf B=\nabla\times\mathbf A$, electric field $-\partial_t\mathbf A$, and the gauge $\nabla\cdot\mathbf A=0$, in which $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$.

The Schrödinger Hamiltonian $\tfrac12(\mathbf p+\mathbf A)^2+V$ contains the term $+A^2/2$, or $+e^2A^2/2m$ with the constants restored. The form $-e^2A^2/2m$ belongs to the Lagrangian density of the Schrödinger field, where $-\lvert(\mathbf p+\mathbf A)\psi\rvert^2/2$ appears. The Dirac Hamiltonian

$$H=H_0+H_1,\qquad H_0=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V,\qquad H_1=c\,\boldsymbol\alpha\cdot\mathbf A$$

has no term quadratic in $\mathbf A$. The task is to find where the physics of $A^2/2$ resides in it. The standard representation is used: $\alpha_i$ has $\sigma_i$ in its two off-diagonal blocks, $\beta=\mathrm{diag}(1,-1)$, and $\Sigma_i$ has $\sigma_i$ in both diagonal blocks, so that $\alpha_i\alpha_j=\delta_{ij}+i\epsilon_{ijk}\Sigma_k$, $\alpha_i\beta=-\beta\alpha_i$ and $\beta^2=1$. Energies include the rest energy. The eigenstates $\lvert n\rangle$ of $H_0$ form a positive-energy set and a negative-energy set, the latter with $E_n\le -c^2$ for the attractive potentials considered here. Nuclei are fixed points; radiative corrections and the interaction between electrons are left out. The program that supplies the numbers is printed after the text with its output.

## (a) The second-order energy and the filled sea

*For static $\mathbf A$, write the second-order energy of a positive-energy bound state $a$, split it by the sign of the intermediate energy, and give the sign of each part. Transitions into negative-energy states are forbidden if these states are all occupied: find the second-order energy of the electron in that picture.*

**Solution.** Let $a$ be non-degenerate, or uncoupled by $H_1$ from its degenerate partners, as for a state of definite $m_j$ in a uniform field along $z$. Perturbation theory over the complete set of $H_0$ gives

$$E_2=E^++E^-,\qquad E^\pm=\sum_{n\in\pm,\;n\ne a}\frac{\lvert\langle n\rvert c\,\boldsymbol\alpha\cdot\mathbf A\lvert a\rangle\rvert^2}{E_a-E_n}.$$

Every negative-energy state lies below $a$, so every term of $E^-$ is non-negative. If $a$ is the lowest positive-energy level, every term of $E^+$ is non-positive. A rise of the ground-state energy quadratic in the field can therefore come only from $E^-$.

In the filled-sea picture the unperturbed state is a Slater determinant with an occupied set $O$, and the perturbation is the sum of $H_1$ over the electrons. A one-body operator connects the determinant only to determinants in which one orbital $i\in O$ is replaced by an orbital $p\notin O$; the matrix element is $\pm h_{pi}$, with $h_{pi}=\langle p\rvert H_1\lvert i\rangle$, and the excitation energy is $E_p-E_i$. Hence $E_2(O)=\sum_{i\in O}\sum_{p\notin O}\lvert h_{pi}\rvert^2/(E_i-E_p)$. With $N$ the negative-energy set and $P$ the positive-energy set,

$$E_2(N)=\sum_{i\in N}\sum_{p\in P}\frac{\lvert h_{pi}\rvert^2}{E_i-E_p},$$

$$E_2(N\cup a)=\sum_{i\in N}\sum_{p\in P,\,p\ne a}\frac{\lvert h_{pi}\rvert^2}{E_i-E_p}+\sum_{p\in P,\,p\neq a}\frac{\lvert h_{pa}\rvert^2}{E_a-E_p}.$$

The energy of the added electron is the difference. The double sums cancel except for the terms $p=a$:

$$E_2(N\cup a)-E_2(N)=E^+-\sum_{i\in N}\frac{\lvert h_{ai}\rvert^2}{E_i-E_a}=E^++E^-.$$

The two pictures give the same number and read $E^-$ differently. The vacuum lowers its energy by forming virtual pairs; the pairs whose electron would enter $a$ are blocked when $a$ is occupied, and removing a negative term raises the energy by $E^-$. The vacuum energy $E_2(N)$ itself belongs to vacuum polarization and drops out of the difference.

The program tests this on a finite model, the $s_{1/2}$ states of a Coulomb centre with $Z=20$ coupled by the magnetic operator of part (d). Per unit $B^2$, the difference of the many-electron sums is $4.02666\times10^{-4}$ hartree and the coefficient of $B^2$ in the energy of the exactly diagonalized 1s level is $4.02660\times10^{-4}$ hartree. The blocked term is $-4.02799\times10^{-4}$ hartree, which leaves $4.026656-4.027994=-0.001338$ (with the full printed digits), in units of $10^{-4}$ hartree, for the positive-energy states.

## (b) Leading order of the negative-energy part

*Let the momenta in state $a$ and the wave numbers in $\mathbf A$ be of a size $p\ll c$, with $\lvert V\rvert\ll c^2$ where the wave function is appreciable, and put $v=p/c$. Find $E^-$ to leading order, the order of the corrections, and the size of $E^+$.*

**Solution.** For a spinor with upper part $\varphi$ and lower part $\chi$ the eigenvalue equation reads

$$(V+c^2-E)\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=0,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-c^2-E)\chi=0.$$

For $E\approx c^2$ the second equation gives $\chi\approx\boldsymbol\sigma\cdot\mathbf p\,\varphi/2c$, of relative size $v$. For $E\approx-c^2$ the first gives $\varphi\approx-\boldsymbol\sigma\cdot\mathbf p\,\chi/2c$; inserting this in the second, with $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, yields $E\chi=(-c^2-p^2/2+V)\chi$. Positive-energy states are thus mainly upper and negative-energy states mainly lower. For a Coulomb centre $v\sim Z\alpha$; the condition on $V$ fails for $r<Z/c^2$, a fraction of order $(Z\alpha)^2$ of the orbital radius $1/Z$.

The vector $\boldsymbol\alpha\cdot\mathbf A\lvert a\rangle$ has upper part $\boldsymbol\sigma\cdot\mathbf A\,\chi_a$ and lower part $\boldsymbol\sigma\cdot\mathbf A\,\varphi_a$: the operator anticommutes with $\beta$ and exchanges the blocks. Its overlap with a positive-energy state is $\langle\varphi_n\vert\boldsymbol\sigma\cdot\mathbf A\,\chi_a\rangle+\langle\chi_n\vert\boldsymbol\sigma\cdot\mathbf A\,\varphi_a\rangle$, in which each term contains one small component and is of size $vA$. The positive-energy states therefore hold a fraction of order $v^2$ of its squared norm. That norm follows from closure over all states:

$$\sum_n\lvert\langle n\rvert\boldsymbol\alpha\cdot\mathbf A\lvert a\rangle\rvert^2=\langle a\rvert\alpha_i\alpha_jA_iA_j\lvert a\rangle=\langle A^2\rangle,$$

because $A_iA_j$ is symmetric and removes the $\epsilon_{ijk}$ term. With $E_a=c^2+\epsilon_a$, the denominators in $E^-$ are $2c^2+\epsilon_a+(p^2/2-V)_n=2c^2[1+O(v^2)]$, almost the same for all states that the vector reaches. Then

$$E^-=\frac{c^2\langle A^2\rangle}{2c^2}\,[1+O(v^2)]=\tfrac12\langle A^2\rangle\,[1+O(v^2)].$$

The factor $c^2$ of the squared velocity operator cancels against the gap, and the first-order energy of the Schrödinger term $+A^2/2$ remains, with its sign. With constants restored it is $e^2c^2\langle A^2\rangle/2mc^2=e^2\langle A^2\rangle/2m$.

In $E^+$ the numerators are of size $c^2v^2A^2=p^2A^2$, unless a selection rule suppresses them. If the levels coupled to $a$ lie at distances of the size of binding energies, $p^2$, then $E^+$ is of size $A^2$, like $E^-$: the small share is offset by the small denominators. If the field couples $a$ to a fine-structure partner, as it couples $2p_{1/2}$ to $2p_{3/2}$, that denominator is only of size $p^2v^2$, and $E^+$ is of size $A^2/v^2$, much larger than $E^-$.

## (c) An exact rearrangement

*Let $W=\beta\,\boldsymbol\alpha\cdot\mathbf A$. Compute $[H_0,W]$, use it to rewrite $H_1$, and identify the operator that governs the positive-energy and the negative-energy matrix elements. By a unitary transformation obtain an exact expression for $E_2$ in which a term quadratic in $\mathbf A$ is explicit.*

**Solution.** $V$ is local and proportional to the unit matrix, so $[V,W]=0$. For the mass term, $\beta W=\boldsymbol\alpha\cdot\mathbf A$ and $W\beta=\beta\,\boldsymbol\alpha\cdot\mathbf A\,\beta=-\boldsymbol\alpha\cdot\mathbf A$, so $[\beta c^2,W]=2c^2\boldsymbol\alpha\cdot\mathbf A$. For the kinetic term, moving $\beta$ to the left through $\boldsymbol\alpha\cdot\mathbf p$ costs a sign:

$$[c\,\boldsymbol\alpha\cdot\mathbf p,W]=-c\beta\big(\boldsymbol\alpha\cdot\mathbf p\;\boldsymbol\alpha\cdot\mathbf A+\boldsymbol\alpha\cdot\mathbf A\;\boldsymbol\alpha\cdot\mathbf p\big)=-c\beta\big[\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p+i\boldsymbol\Sigma\cdot(\mathbf p\times\mathbf A+\mathbf A\times\mathbf p)\big].$$

From $\nabla\times(\mathbf A\psi)=\mathbf B\psi-\mathbf A\times\nabla\psi$, multiplied by $-i$, one has $\mathbf p\times\mathbf A=-i\mathbf B-\mathbf A\times\mathbf p$, so the spin term is $i\boldsymbol\Sigma\cdot(-i\mathbf B)=\boldsymbol\Sigma\cdot\mathbf B$. Thus $[H_0,W]=2c^2\boldsymbol\alpha\cdot\mathbf A-2c\beta\mu$, and division by $2c$ gives

$$H_1=\frac{[H_0,W]}{2c}+M,\qquad M=\beta\mu,\qquad \mu=\mathbf A\cdot\mathbf p+\tfrac12\boldsymbol\Sigma\cdot\mathbf B .$$

This is the Gordon decomposition of the current, contracted with $\mathbf A$. Between eigenstates,

$$\langle n\rvert H_1\lvert a\rangle=\frac{E_n-E_a}{2c}W_{na}+M_{na}.$$

$W$ exchanges the blocks and $M$ does not. For positive-energy $n$, $W_{na}\sim vA$ and $E_n-E_a\sim p^2$, so the first term is of size $pAv^2$, while $M_{na}\sim pA$ unless a selection rule suppresses it. The upper block of $M$ is $\mathbf A\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf B/2$, the part of the Pauli Hamiltonian linear in the field, and $E^+$ is the paramagnetic second-order energy of Pauli theory. For negative-energy $n$, the first term is $-cW_{na}\sim cA$ and $M_{na}\sim pAv=cAv^2$.

Since $W^\dagger=\boldsymbol\alpha\cdot\mathbf A\,\beta=-W$, the operator $S=-W/2c$ is anti-Hermitian, and $e^{-S}He^{S}=H+[H,S]+\tfrac12[[H,S],S]+\dots$ has the eigenvalues of $H$ order by order in $\mathbf A$. In first order, $H_1+[H_0,S]=M$. In second order, with $[H_0,S]=M-H_1$,

$$[H_1,S]+\tfrac12[M-H_1,S]=\tfrac12[H_1,S]+\tfrac12[M,S].$$

For the first commutator, $[\boldsymbol\alpha\cdot\mathbf A,\beta\,\boldsymbol\alpha\cdot\mathbf A]=-\beta A^2-\beta A^2$, so $\tfrac12[H_1,S]=-\tfrac14(-2\beta A^2)=\tfrac12\beta A^2$. For the second, $\mu$ commutes with $\beta$, so $\beta\mu\,\beta\,\boldsymbol\alpha\cdot\mathbf A=\mu\,\boldsymbol\alpha\cdot\mathbf A$ and $\beta\,\boldsymbol\alpha\cdot\mathbf A\,\beta\mu=-\boldsymbol\alpha\cdot\mathbf A\,\mu$, which gives $\tfrac12[M,S]=-\{\mu,\boldsymbol\alpha\cdot\mathbf A\}/4c$. Taking the quadratic operators to first order and $M$ to second order,

$$E_2=\tfrac12\langle\beta A^2\rangle-\frac{1}{4c}\langle\{\mu,\boldsymbol\alpha\cdot\mathbf A\}\rangle+\sum_{n\ne a}\frac{\lvert M_{na}\rvert^2}{E_a-E_n},\qquad E_1=\langle H_1\rangle=\langle M\rangle .$$

No expansion in $1/c$ has been made. The first term is $\tfrac12\langle A^2\rangle$ less the contribution of the small component counted twice, a relative change of order $v^2$. The second is of size $(pA)(vA)/c=v^2A^2$. In the sum, the negative-energy states give $(pAv)^2/c^2=v^4A^2$ and the positive-energy states give $E^+$ up to terms of size $v^2A^2$. Subtracting $E^+$ from $E_2$ confirms (b). The three terms do not coincide exactly with $E^\pm$; they agree with them to leading order only.

## (d) The hydrogen-like ground state in a uniform field

*Take $V=-Z/r$ with $Z\alpha<1$, $\mathbf A=\tfrac12\mathbf B\times\mathbf r$ with $\mathbf B$ along $z$, and the 1s state with $m_j=\tfrac12$. Find the state, the channels reached by $H_1$, the first-order energy, and $E^-$ including its first relativistic correction. Find to the same order the share of $\langle A^2\rangle$ carried by positive-energy states and the mean denominator of $E^-$.*

Parts (a) to (c) have shown that the negative-energy states supply $\tfrac12\langle A^2\rangle$ to leading order, and have given an exact form of $E_2$ with an explicit quadratic term. The solution of (d), the numbers for ions, photon scattering, the gauge dependence of the split and the limits of the identification remain.
